# Extrapolating charged-defect ionisation energies from supercells of a two-dimensional layer

## The result

A donor of charge $+e$ sits in a thin layer, in a periodic cell with square base of side $L$, area $S=L^2$ and height $h$. A uniform background neutralises the charged cell. In large cells its ionisation energy follows

$$I(L,h)=I_0+\frac{a}{L}+b\,\frac{h}{L^2},\qquad b=\frac{e^2}{24\,\varepsilon_0}, \tag{1}$$

where $I_0$ belongs to the isolated defect. Calculations at several heights but one area determine $b$ and the sum $I_0+a/L$. On their own they do not determine $I_0$, however many heights are used: that takes a second area or an independent value of $a$.

"Large" means $h$ above about $1.5L$, and $L$ well above both the defect size and $2\pi r_0$, where $r_0$ is the in-plane screening length of the layer. The last condition is severe for a strongly screening monolayer: in the zero-thickness model below, the fit in cells of ordinary size misses $I_0$ by 0.16 eV.

The ionisation energy is $I=E(D^+)+E_c-E(D^0)$, with $E_c$ the conduction-band edge. Each potential is measured from its cell average. A common shift $u$ of the electron energies changes $E(D^+)-E(D^0)$ by $-u$, because one electron is missing, and $E_c$ by $+u$, so $I$ is unaffected. For a layer in vacuum, levels measured from the cell average move with height roughly as $1/h$, by an amount of order 1 eV for MoS₂ at $h=8$ nm. So $E_c$ must come from a defect-free cell of the same height as the charged one; the common shift then cancels. Other size errors in the neutral energy and the band edge are neglected, leaving the charged cell as the source of size dependence.

## Three cells by hand

The synthetic data are $I_0=1$ eV plus the electrostatic energy of a point charge, its periodic images and the background. That energy comes from a three-dimensional Ewald sum, which does not use (1). Take three cells:

- $L=2.5$ nm, $h=8$ nm: $I=0.8418$ eV
- $L=2.5$ nm, $h=15$ nm: $I=1.6863$ eV
- $L=5$ nm, $h=8$ nm: $I=0.6797$ eV

The first two share an area, so subtraction removes both $I_0$ and $a/L$:

$$b=\frac{1.6863-0.8418}{(15-8)/2.5^2}=\frac{0.8445}{1.12}=0.7540\ \text{eV nm}.$$

Next remove the height term from the first and third energies:

$$I_0+\frac{a}{2.5}=0.8418-0.7540\times1.28=-0.1233,$$
$$I_0+\frac{a}{5}=0.6797-0.7540\times0.32=0.4384.$$

Twice the second line minus the first cancels $a$:

$$I_0=2(0.4384)-(-0.1233)=1.0001\ \text{eV}.$$

Then $a=5(0.4384-1.0001)=-2.81$ eV nm. The second height supplied $b$; the second area separated $I_0$ from $a$. Without the third cell, or a value of $a$ from theory, $-0.1233$ eV could not have been divided into its two parts.

## Where the height term comes from

Average the charge over the cell's area. The defect becomes a sheet of density $\sigma=e/S$ at $z=0$, and the background has density $-\sigma/h$. Between the sheet and its next image, Poisson's equation reads $\phi''=\sigma/(\varepsilon_0h)$. The field vanishes at $z=h/2$ by symmetry, so

$$\phi'=\frac{\sigma}{\varepsilon_0}\left(\frac zh-\frac12\right),\qquad
\phi=\frac{\sigma}{\varepsilon_0}\left(\frac{z^2}{2h}-\frac z2+C\right).$$

The mean of the bracket over $0<z<h$ is $h/6-h/4+C$. Setting it to zero gives $C=h/12$, hence $\phi(0)=\sigma h/(12\varepsilon_0)$. The energy is $\tfrac12\int\rho\phi$. The uniform background contributes nothing, since the mean potential is zero, and the sheet gives

$$\frac12 e\,\phi(0)=\frac{e^2h}{24\,\varepsilon_0S}.$$

This is the height term. It grows with vacuum thickness because the field between sheet and background fills the added vacuum. With $e^2/\varepsilon_0=18.0951$ eV nm, $b=0.7540$ eV nm, as found by hand.

## Where the inverse-length term comes from

The remaining charge consists of lateral waves with wavevectors $\mathbf G=2\pi\mathbf n/L$, where $\mathbf n$ is a nonzero pair of integers. One sheet carrying such a wave of unit amplitude has potential $e^{-G|z|}/(2\varepsilon_0G)$: this solves $(G^2-\partial_z^2)\phi=\delta(z)/\varepsilon_0$, since its slope jumps by $-1/\varepsilon_0$ at $z=0$. Adding the vertical images at distances $h,2h,\dots$ on both sides, and writing $x=e^{-Gh}$, gives

$$\frac{1}{2\varepsilon_0G}\left(1+\frac{2x}{1-x}\right)=\frac{1}{2\varepsilon_0G}\,\frac{1+x}{1-x}=\frac{\coth(Gh/2)}{2\varepsilon_0G}. \tag{2}$$

For large $h$ the hyperbolic cotangent tends to one. Subtract the self-energy of the isolated charge, which replaces the sum over $\mathbf G$ by an integral:

$$\frac aL=\frac{e^2}{4\varepsilon_0}\left[\frac1S\sum_{\mathbf G\ne0}\frac1G-\int\!\frac{d^2G}{(2\pi)^2}\frac1G\right]
=\frac{e^2M}{8\pi\varepsilon_0L},$$

$$M=\sum_{\mathbf n\ne0}\frac1{|\mathbf n|}-\int\frac{d^2n}{|\mathbf n|}.$$

The two parts of $M$ diverge separately, so they need a common smooth cutoff. Write $1/|\mathbf n|=\int_0^\infty t^{-1/2}e^{-\pi tn^2}dt$, start both $t$ integrals at a small positive value, and let that value go to zero after subtraction. With $\theta(t)=\sum_{\mathbf n}e^{-\pi tn^2}$, including $\mathbf n=0$, and $\int d^2n\,e^{-\pi tn^2}=1/t$,

$$M=\int_0^\infty t^{-1/2}\left[\theta(t)-1-\frac1t\right]dt.$$

Poisson summation gives $\theta(1/t)=t\,\theta(t)$. Split the integral at $t=1$ and substitute $t\to1/t$ in the lower part, which becomes $\int_1^\infty[t^{-1/2}(\theta-1)-t^{-3/2}]dt$. The upper part is the same expression. Since $\int_1^\infty t^{-3/2}dt=2$,

$$M=-4+2\int_1^\infty t^{-1/2}(\theta-1)\,dt
=-4+2\sum_{\mathbf n\ne0}\frac{\operatorname{erfc}(\sqrt\pi\,|\mathbf n|)}{|\mathbf n|}.$$

The sum converges within a few shells and gives $M=-3.9003$, so $a=-2.8081$ eV nm without screening. The sign is negative because each defect is attracted by the neutralising charge around it.

At finite height, (2) shows what has been dropped: $\coth(Gh/2)-1\simeq2e^{-Gh}$. The four longest waves have $G=2\pi/L$ and together add

$$\frac{e^2}{2\varepsilon_0L^2}\times4\times\frac{L}{4\pi}\times2e^{-2\pi h/L}
=\frac{e^2}{\pi\varepsilon_0L}e^{-2\pi h/L}.$$

For $L=h=5$ nm this is 2.2 meV; the full Ewald energy departs from the law by 2.3 meV. At the smallest ratio in the data, $h/L=1.6$, the estimate is 0.05 meV.

## The general fit

Give each cell a row $(1,\,1/L,\,h/L^2)$ of a matrix $X$, collect the energies in $y$, and let $p=(I_0,a,b)^T$. Minimising $|Xp-y|^2$ with respect to $p$ gives $X^TXp=X^Ty$. If the columns are independent,

$$\hat p=(X^TX)^{-1}X^Ty.$$

Suppose $y=Xp+\eta$, with independent errors $\eta$ of standard deviation $\delta$. Then $\hat p-p=(X^TX)^{-1}X^T\eta$, whose covariance is

$$(X^TX)^{-1}X^T(\delta^2\mathbf 1)X(X^TX)^{-1}=\delta^2(X^TX)^{-1}.$$

The standard error of $I_0$ is therefore $\delta\sqrt{[(X^TX)^{-1}]_{11}}$.

For sixteen unscreened cells, with $L=2.5,3,4,5$ nm and $h=8,10,12,15$ nm, the fit returns $I_0=1.00002$ eV, $a=-2.8081$ eV nm and $b=0.7540$ eV nm. Random errors of 5 meV per energy give $I_0$ a standard error of 6.6 meV. The scatter over 4000 random trials is also 6.6 meV.

Whether $I_0$ can be found at all is a separate question from noise. It is determined when some combination of the rows equals $(1,0,0)$, because the same combination of energies then equals $I_0$. If no such combination exists, $(1,0,0)$ lies outside the row space. Since the row space is the orthogonal complement of the null space, there is then a vector $v$ with $Xv=0$ and a nonzero first component. Adding a multiple of $v$ to $p$ changes $I_0$ and leaves every fitted energy as it was.

## Why one area fails

At one area, the first two columns of $X$ are 1 and $1/L$ in every row, hence proportional. The null vector is $v=(1,-L,0)^T$:

$$I_0\to I_0+d,\qquad a\to a-Ld
\quad\Rightarrow\quad I_0+\frac aL\to I_0+\frac aL.$$

Its third component is zero, so knowing $b$ from theory does not help. Knowing $a$ would: for the unscreened data at $L=4$ nm, the value derived above gives $I_0=0.2980+2.8081/4=1.000$ eV. That value of $a$ applies to a screening layer only when $L\gg2\pi r_0$. In the screened data below, the intercept at $L=4$ nm is 0.7077 eV, and the same step would give 1.41 eV. Plotting $I$ against $h$ gives a perfectly good straight line, but its intercept is $I_0+a/L$. In the unscreened data the intercepts are:

- $L=2.5$ nm: $-0.1232$ eV
- $L=3$ nm: $0.0640$ eV
- $L=4$ nm: $0.2980$ eV
- $L=5$ nm: $0.4385$ eV

None is near 1 eV, and their drift with $L$ exposes the missing term.

A second parameter set makes the ambiguity concrete. Take $d=-0.5$ eV at $L=4$ nm, giving $I_0=0.5$ eV and $a=-0.8081$ eV nm. It reproduces all four energies at $L=4$ nm within 0.007 meV. At $L=2.5$ nm its energies are wrong by 0.3 eV.

A numerical solver may nevertheless return a number. Many least-squares routines choose, among equally good solutions, the one with the smallest sum of squared parameters. With $K=I_0+a/L$ fixed, this means minimising $I_0^2+L^2(K-I_0)^2$. Setting the derivative to zero gives $I_0=KL^2/(1+L^2)$, with $L$ entered as a bare number. For $K=0.2980$ eV the answer is 0.280 eV if $L=4$ (nanometres) and 0.298 eV if $L=40$ (ångströms). A result that depends on the length unit is not a property of the defect, although the largest residual is 0.002 meV.

Counting independent columns does not settle every case. If all cells have the same shape, $h=\kappa L$, then

$$I=I_0+\frac{a+\kappa b}{L}.$$

The rank is again two, but $I_0$ is the intercept in $1/L$. The unscreened series with $h=2L$ gives 1.00000 eV. Here $a$ and $b$ cannot be separated, while $I_0$ can be found.

## A screening monolayer

A real layer polarises in its plane. Let the dipole moment per area be $2\varepsilon_0r_0$ times the in-plane field; this defines $r_0$. The induced charge is minus the divergence of that polarisation, or $-2\varepsilon_0r_0G^2\phi_G$ for each wave. For an external wave $\sigma_G$, equation (2) becomes

$$\phi_G=\frac{\coth(Gh/2)}{2\varepsilon_0G}\left(\sigma_G-2\varepsilon_0r_0G^2\phi_G\right).$$

Collecting the terms in $\phi_G$,

$$\phi_G=\frac{\coth(Gh/2)\,\sigma_G}{2\varepsilon_0G\,[1+r_0G\coth(Gh/2)]}. \tag{3}$$

The laterally uniform part has no in-plane field, so $b$ is unchanged in this model. For large $h$, separate the kernel as

$$\frac1{G(1+r_0G)}=\frac1G-\frac{r_0}{1+r_0G}.$$

The first part gives the previous $a/L$. The second is finite at $G=0$. If its sum included $\mathbf G=0$, it would differ from the integral by a sum over lateral images, which falls as $L^{-3}$ because the cusp $|G|$ produces an inverse-cube tail in real space. The actual sum omits $\mathbf G=0$, and so lacks a contribution $-r_0$. The energy correction is

$$\frac{e^2}{4\varepsilon_0S}\,r_0=b\,\frac{6r_0}{L^2}. \tag{4}$$

To this order, screening acts like an extra cell height $6r_0$. For $r_0=4$ nm the coefficient of $1/L^2$ is 18.095 eV nm²; sums in large cells give 18.089.

The expansion requires $r_0G\ll1$ for the longest waves, which have $G=2\pi/L$, hence $L\gg2\pi r_0\approx25$ nm. At $L=5$ nm, $r_0G$ is already 5 for those waves, and the bare value of $a$ cannot be expected.

The second data set uses (3) with $r_0=4$ nm, an in-plane Gaussian charge of width 0.2 nm, and the same $I_0=1$ eV. Multiplying every length of the sixteen cells by a common factor gives these three-term fits:

| $L$ (nm) | Error in $I_0$ (meV) | $a$ (eV nm) |
|---|---:|---:|
| 2.5–5 | −164 | −0.51 |
| 25–50 | −10.3 | −2.00 |
| 100–200 | −0.85 | −2.56 |

In the ordinary cells the largest residual is 4.1 meV, forty times smaller than the error in $I_0$. A good fit over a narrow range of $L$ does not establish the extrapolation. Nor does the error grow steadily with $r_0$: in the same cells it is −167, −181 and −129 meV for $r_0=1$, 2 and 8 nm. Without screening ($r_0=0$) it is −13 meV, which comes from the width of the charge, so most of the error is due to screening. Adding a free $1/L^2$ term reduces the three errors to −101, −1.9 and −0.04 meV. It cures the large cells, where (4) applies, but not the small ones.

The error in the largest cells can be estimated by hand. Between $u_1=1/200$ and $u_2=1/100$ nm⁻¹, the straight line through the ends of $u^2$ is $(u_1+u_2)u-u_1u_2$. A fit without the $1/L^2$ term thus shifts $I_0$ by about $-18.1/(100\times200)$ eV, or −0.9 meV, close to the fitted −0.85 meV.

## What the numbers mean for a channel

The value $r_0=4$ nm is a rough figure for free-standing monolayer MoS₂, and sides of 2.5–5 nm correspond to about 220–870 atoms of that material per cell. The chosen $I_0=1$ eV describes a deep donor, not an efficient dopant. With the Fermi level held fixed relative to the band edge, the ratio of ionised to neutral donors varies as $e^{-I_0/k_BT}$. At 300 K, where $k_BT=25.85$ meV, an error of −164 meV would overstate that ratio by a factor of about 570. That size belongs to the zero-thickness sheet, which needs $Gd\ll1$ for a layer of thickness $d$. With $d\approx0.62$ nm, the longest waves in these cells have $Gd\approx0.8$–1.6, so the sheet is outside its range. A dielectric slab of that thickness with the same $r_0$ and an out-of-plane permittivity of 6.5 gives −68 meV, a factor of about 14, and $b=0.747$ eV nm; with the free $1/L^2$ term its error is −100 meV. The fit still fails in such cells, but −164 meV is not a prediction for MoS₂.

Devices also break the assumption of vacuum on both sides. On a thick substrate of relative permittivity $\varepsilon_s$, the isolated kernel changes from $1/(1+r_0G)$ to $1/(\kappa+r_0G)$, with $\kappa=(1+\varepsilon_s)/2$. For a point charge the energy falls by

$$\frac{e^2}{8\pi\varepsilon_0}\int_0^\infty\!\left[\frac1{1+r_0G}-\frac1{\kappa+r_0G}\right]dG
=\frac{e^2\ln\kappa}{8\pi\varepsilon_0r_0}.$$

Taking $\varepsilon_s\approx4$, roughly that of silicon dioxide, gives 0.165 eV for a point charge in the zero-thickness sheet, and 0.146 eV for the Gaussian of width 0.2 nm. This counts the charged defect alone; the band edge also shifts.

Finite charge size matters less here, provided the charge is compact. For a three-dimensional Gaussian of width $s$, with $G$ now the length of a three-dimensional wavevector, the factor $e^{-G^2s^2}$ changes $1/G^2$ by a smooth function equal to $-s^2$ at $G=0$. Omitting that point from the cell sum adds $e^2s^2/(2\varepsilon_0Sh)$, apart from exponentially small image terms. For $s=0.2$ nm, $L=2.5$ nm and $h=8$ nm, this is 7.2 meV. Over the sixteen unscreened cells it shifts the fitted $I_0$ by −5.5 meV. The shift grows as $s^2$ and reaches −34 meV at $s=0.5$ nm. Overlap of defect states, atomic relaxation and out-of-plane polarisation lie outside the model.

## Procedure

1. Choose several areas and at least two heights at one of them, with $h$ above about $1.5L$. Take $E_c$ from a defect-free cell of the same height each time.
2. Build $X$ and check that $(1,0,0)$ lies in its row space before solving.
3. Fit $I_0$, $a$ and $b$, and compare $b$ with $e^2/(24\varepsilon_0)$. Agreement checks the height term, not $I_0$: the screened small-cell fit gives $b=0.756$ eV nm despite its large error.
4. Compare $L$ with $2\pi r_0$. If $L$ is not much larger, treat the intercept as an estimate. Refit with a $1/L^2$ term and with the smallest cells removed, and compare any drift of the intercept with the standard error of the drift itself. This can far exceed the standard error of the first fit: in the sixteen ordinary cells, noise of 5 meV per energy alone makes the intercept drift by about 25 meV when the $1/L^2$ term is added. A drift well beyond that signals a model error, though a small drift does not bound it: removing the 2.5 nm cells moves the screened intercept by only 10 meV, against an error of 164 meV.

The numerical output below gives the unscreened and screened energies of the sixteen ordinary cells, and the results of the fits.

## Computed values

```
e^2/eps0 = 18.0951 eV nm
square-lattice constant M = -3.900265
analytic a = -2.8081 eV nm, b = 0.7540 eV nm
chosen isolated value I0 = 1.000 eV
heights h (nm): 8 10 12 15
Unscreened (Ewald) data, I in eV, one row per L:
 L=2.5 nm: 0.8418 1.0831 1.3244 1.6863
 L=3.0 nm: 0.7341 0.9017 1.0692 1.3206
 L=4.0 nm: 0.6750 0.7692 0.8634 1.0048
 L=5.0 nm: 0.6797 0.7400 0.8003 0.8908
full fit: I0 = 1.00002 eV
full fit: a = -2.8081 eV nm, b = 0.7540 eV nm
noise 5 meV: std error of I0 6.60 meV
 same from 4000 random trials 6.57 meV
Intercept in h at one area (unscreened):
 L=2.5 nm: -0.1232 eV, error -1.1232 eV
 L=3.0 nm: 0.0640 eV, error -0.9360 eV
 L=4.0 nm: 0.2980 eV, error -0.7020 eV
 L=5.0 nm: 0.4385 eV, error -0.5615 eV
rank at L=4 nm only: 2 of 3
solver 'I0' at L=4 nm, lengths in nm: 0.2804 eV
solver 'I0' at L=4 nm, in angstrom: 0.2978 eV
 largest residual of that fit 0.0019 meV
twin set: I0 = 0.500 eV, a = -0.8081 eV nm
 largest misfit at L=4 nm 0.007 meV
 mean misfit at L=2.5 nm 0.3000 eV
series h=2L: rank 2, I0 = 1.00000 eV
Screened layer: r0 = 4.0 nm, s = 0.2 nm; I in eV:
 L=2.5 nm: 1.6049 1.8462 2.0874 2.4493
 L=3.0 nm: 1.3365 1.5041 1.6716 1.9230
 L=4.0 nm: 1.0847 1.1790 1.2732 1.4146
 L=5.0 nm: 0.9801 1.0404 1.1007 1.1912
one-area intercept, L=4 nm: 0.7077 eV
cells x1: L = 2.5 to 5 nm
 3-term I0 = 0.8359 eV, bias -164.09 meV
 a = -0.5064, b = 0.7559 eV nm
 largest residual 4.076 meV
 with 1/area term: bias -100.697 meV
cells x10: L = 25.0 to 50 nm
 3-term I0 = 0.9897 eV, bias -10.26 meV
 a = -2.0004, b = 0.7566 eV nm
 largest residual 0.573 meV
 with 1/area term: bias -1.854 meV
cells x40: L = 100.0 to 200 nm
 3-term I0 = 0.9992 eV, bias -0.85 meV
 a = -2.5613, b = 0.7550 eV nm
 largest residual 0.056 meV
 with 1/area term: bias -0.037 meV
1/area coefficient: formula 18.095, sums 18.089 eV nm^2
kT at 300 K = 25.85 meV
Boltzmann factor of x1 3-term bias = 571
height error at L=h=5 nm: 2.271 meV
charge-size shift, L=2.5 h=8 nm: 7.238 meV
```
